# Single-electron tunnelling rates and detailed balance from the golden rule

Suppose an electron entering a small metal island is charged the energy $-e(\phi-V)$, where $\phi$ is the island potential just before the event and $V$ the lead potential. If it returns, the same recipe uses the potential just before the return, which its own arrival has lowered by $e/C_\Sigma$. The two energies then add to $-e^2/C_\Sigma$ instead of zero. For a total capacitance of 65 aF, each round trip would release 2.46 meV from nothing, about fourteen times $kT$ at 2 K. Inserted into the rate derived below, such energies would not give the thermal distribution of the island charge. The theorem below gives the right energy and the rate that belongs to it.

## Setting and theorem

An island is coupled to leads $i=1,2$ through tunnel junctions with capacitances $C_i$ and resistances $R_i$, and to a gate through a capacitance $C_g$ that passes no electrons. The electrodes $j=1,2,g$ are held at voltages $V_j$. Let $e>0$, let $n$ be the number of excess electrons on the island, so that its charge is $-ne$, and define

$$C_\Sigma=C_1+C_2+C_g,\qquad E_C=\frac{e^2}{2C_\Sigma},\qquad n_g=\frac1e\sum_j C_jV_j .$$

The assumptions are:

1. Tunnelling is weak, $R_i\gg h/e^2$, so that lowest order in the tunnel coupling suffices and $n$ is well defined between events.
2. The level spacing is far below $kT$, so sums over states become integrals.
3. Electrons in island and leads relax between events to Fermi functions $f(\varepsilon)=1/(e^{\varepsilon/kT}+1)$ with one temperature $T$.
4. The sources have low impedance: they restore the electrode voltages at once, and no energy stays in the circuit.
5. The density of states and the tunnelling matrix element are constant over the energies involved.

**Theorem.** Let $\Delta E$ be the change of stored electrostatic energy in an event minus the work done by the sources. The event has the rate

$$\Gamma(\Delta E)=\frac{1}{e^2R_i}\,\frac{\Delta E}{e^{\Delta E/kT}-1}. \tag{1}$$

For an electron entering through junction $i$, $n\to n+1$,

$$\Delta E_i^+(n)=2E_C\left(n+\tfrac12-n_g\right)+eV_i, \tag{2}$$

and the reverse event has $\Delta E_i^-(n+1)=-\Delta E_i^+(n)$. Hence each junction obeys

$$\frac{\Gamma_i^+(n)}{\Gamma_i^-(n+1)}=e^{-\Delta E_i^+(n)/kT}. \tag{3}$$

## Lemma 1: the electrostatic energy

*Formula (2) holds, and reversing an event reverses the sign of $\Delta E$.*

**Proof.** The island's plates carry the charge $\sum_jC_j(\phi_n-V_j)=-ne$, so

$$\phi_n=\frac{-ne+\sum_jC_jV_j}{C_\Sigma},\qquad \phi_{n+1}-\phi_n=-\frac{e}{C_\Sigma}.$$

The stored energy is $U_n=\frac12\sum_jC_j(V_j-\phi_n)^2$. Write $\bar\phi=(\phi_n+\phi_{n+1})/2$. Since $(a-b')^2-(a-b)^2=(b'-b)(b'+b-2a)$,

$$U_{n+1}-U_n=(\phi_{n+1}-\phi_n)\sum_jC_j(\bar\phi-V_j)=-e\bar\phi+\frac{e}{C_\Sigma}\sum_jC_jV_j .$$

Now the sources. The charge on electrode $j$ is $C_j(V_j-\phi_n)$, and it grows by $-C_j(\phi_{n+1}-\phi_n)=eC_j/C_\Sigma$. For lead $i$, the departing electron has already left $+e$ behind, so its source supplies $eC_i/C_\Sigma-e$. The total work is

$$W=\frac{e}{C_\Sigma}\sum_jC_jV_j-eV_i .$$

Subtraction cancels the sums:

$$\Delta E_i^+(n)=U_{n+1}-U_n-W=-e(\bar\phi-V_i).$$

The mean potential is $\bar\phi=[-(n+\frac12)e+en_g]/C_\Sigma$. Inserting it and using $e^2/C_\Sigma=2E_C$ gives (2). In the reverse event the stored energy and every supplied charge change by the opposite amounts, so $\Delta E$ changes sign. $\square$

The potential that counts is the mean of the values before and after. It is the same for the event and its reverse, which repairs the fault described at the start.

## Lemma 2: the golden rule and the resistance

*With $\Delta E$ fixed by the charge states,*

$$\Gamma=\frac{1}{e^2R}\,I(\Delta E),\qquad I(\Delta)=\int_{-\infty}^{\infty}d\varepsilon\,f(\varepsilon)\,[1-f(\varepsilon-\Delta)]. \tag{4}$$

**Proof.** The tunnelling Hamiltonian moves an electron from a state $k$ of the source electrode to a state $q$ of the target, with amplitude $t$ and unchanged spin. Energies $\varepsilon_k,\varepsilon_q$ are measured from the Fermi level of their own electrode; the electrostatic part is in $\Delta E$ and must not be counted again. Energy conservation reads $\varepsilon_q+\Delta E=\varepsilon_k$. In thermal equilibrium the mean probability that $k$ is filled and $q$ empty is $f(\varepsilon_k)[1-f(\varepsilon_q)]$, so

$$\Gamma=\frac{2\pi}{\hbar}\sum_{k,q,\text{spin}}|t|^2f(\varepsilon_k)[1-f(\varepsilon_q)]\,\delta(\varepsilon_q+\Delta E-\varepsilon_k).$$

Let $\rho_L,\rho_R$ be the densities of states per spin. The spin sum gives 2, and the delta function sets $\varepsilon_q=\varepsilon_k-\Delta E$:

$$\Gamma=A\,I(\Delta E),\qquad A=\frac{4\pi}{\hbar}|t|^2\rho_L\rho_R .$$

To identify $A$, take the same junction between two large electrodes, where charging costs nothing. At voltage $U$ an electron gains $eU$ one way and pays it the other way. The current is $e A[I(-eU)-I(eU)]$. Lemma 3 shows that the bracket equals $eU$, so the current is $e^2AU$ and $1/R=e^2A$. $\square$

## Lemma 3: the Fermi integral

$$I(\Delta)=\frac{\Delta}{e^{\Delta/kT}-1},\qquad I(-\Delta)-I(\Delta)=\Delta. \tag{5}$$

**Proof.** Put $u=e^{\varepsilon/kT}$ and $a=e^{\Delta/kT}$. Then $f(\varepsilon)=1/(1+u)$, $1-f(\varepsilon-\Delta)=u/(u+a)$ and $d\varepsilon=kT\,du/u$. For $a\neq1$, partial fractions give

$$\frac{I}{kT}=\int_0^\infty\frac{du}{(1+u)(u+a)}=\frac{1}{a-1}\left[\ln\frac{1+u}{u+a}\right]_0^\infty=\frac{\ln a}{a-1},$$

because the logarithm is $0$ at infinity and $-\ln a$ at zero. This is the first formula. For $a=1$ the integral of $(1+u)^{-2}$ is 1, which agrees with the limit. For the second formula, multiply numerator and denominator of $I(-\Delta)=-\Delta/(a^{-1}-1)$ by $a$ to get $I(-\Delta)=\Delta a/(a-1)$. Subtracting $\Delta/(a-1)$ leaves $\Delta$. $\square$

**Proof of the theorem.** Lemmas 2 and 3 give (1), and Lemma 1 gives (2) and the sign reversal. With $a=e^{\Delta E/kT}$, the two rates are proportional to $\Delta E/(a-1)$ and $\Delta E\,a/(a-1)$. Their ratio is $1/a$, which is (3). $\square$

The golden rule itself was tested against unitary quantum dynamics. Two bands of 400 levels, each spanning $\pm20\,kT$, were weakly coupled, and the target band was shifted by $\Delta E$. The thermally weighted transfer probability grew between times $10\hbar/kT$ and $20\hbar/kT$ at a rate which, in the units of $I/kT$, was 2.3123, 0.9997 and 0.3129 for $\Delta E/kT=-2,0,2$. Formula (5) gives 2.3130, 1.0000 and 0.3130.

## Remarks on the rate

**Limits.** Far downhill, $-\Delta E\gg kT$, the exponential vanishes and $\Gamma\to-\Delta E/(e^2R)$: the number of usable pairs of states grows with the energy released. At $\Delta E=0$ the rate is $kT/(e^2R)$. Far uphill it is $\Delta E\,e^{-\Delta E/kT}/(e^2R)$, which vanishes as $T\to0$. This is Coulomb blockade at lowest order.

**High temperature.** For $|\Delta E|\ll kT$, expansion of (1) gives $\Gamma\approx(kT-\Delta E/2)/(e^2R)$. From (2) and its reversal, $\Delta E_i^-(n)=2E_C(\frac12-n+n_g)-eV_i$. The net inflow through junction $i$ is then

$$\Gamma_i^+(n)-\Gamma_i^-(n)\approx-\frac{2E_C(n-n_g)+eV_i}{e^2R_i}=\frac{\phi_n-V_i}{eR_i},$$

since $2E_C(n-n_g)=-e\phi_n$. This is Ohm's law for each junction. In a steady state the inflow through junction 1 equals the outflow through junction 2, so $(\langle\phi\rangle-V_1)/R_1=(V_2-\langle\phi\rangle)/R_2$, and the current is $(V_2-V_1)/(R_1+R_2)$. Charging effects have dropped out.

**Energy-dependent junctions.** Detailed balance does not need assumption 5. From $f(\varepsilon)=e^{-\varepsilon/kT}[1-f(\varepsilon)]$ it follows that

$$f(\varepsilon)[1-f(\varepsilon-\Delta)]=e^{-\Delta/kT}\,[1-f(\varepsilon)]\,f(\varepsilon-\Delta).$$

The right side contains the occupation factors of the reverse event. A weight $w(\varepsilon)\propto|t|^2\rho_L\rho_R$ multiplies both directions alike, because they join the same pairs of states. The rates change, but their ratio does not. Quadrature with $w=1+0.8\tanh(\varepsilon/kT-0.5)$ at five values of $\Delta E/kT$ from $-4$ to $5$ confirmed the ratio to one part in $10^8$, while each forward rate changed by more than 1%.

**Unequal temperatures.** The identity uses the same $T$ in both Fermi functions. If island and lead differ, the factors $e^{-\varepsilon/kT}$ no longer cancel, and (3) fails in general.

**Heat.** An event leaves the energy $-\varepsilon$ in the source electrode and $\varepsilon-\Delta E$ in the target. The substitution $\varepsilon\to\Delta E-\varepsilon$ leaves the weight $f(\varepsilon)[1-f(\varepsilon-\Delta E)]$ unchanged and swaps the two energies. With assumption 5, each electrode therefore receives $-\Delta E/2$ on average.

## Corollary: equilibrium and bias

Let $p_n$ be the probability of charge state $n$.

*(a) For $V_1=V_2=0$ the stationary state is $p_n\propto e^{-E_C(n-n_g)^2/kT}$.*

*(b) With $V=V_2-V_1$, the cycle in which an electron enters through junction 1 and leaves through junction 2 obeys*

$$\frac{\Gamma_1^+(n)\,\Gamma_2^-(n+1)}{\Gamma_1^-(n+1)\,\Gamma_2^+(n)}=e^{eV/kT}. \tag{6}$$

*(c) The stationary dissipation is $IV$.*

**Proof.** Since $n$ changes by one at a time, a stationary state has the same net probability flow between every pair of neighbours. The flow vanishes at large $|n|$, so it is zero everywhere:

$$\frac{p_{n+1}}{p_n}=\frac{\Gamma_1^+(n)+\Gamma_2^+(n)}{\Gamma_1^-(n+1)+\Gamma_2^-(n+1)}. \tag{7}$$

At zero bias both junctions have the same $\Delta E$, and by (3) the ratio is $e^{-\Delta E/kT}$. Because $(n+1-n_g)^2-(n-n_g)^2=2(n+\frac12-n_g)$, this is the Gibbs ratio, which proves (a).

For (b), apply (3) to both junctions. The exponent is $-(\Delta E_1^+-\Delta E_2^+)/kT=-e(V_1-V_2)/kT=eV/kT$.

For (c), split $\Delta E$ into the change of $E_C(n-n_g)^2$ and $\pm eV_i$. The first part averages to zero in a stationary state. If $J$ electrons per second enter through junction 1 and leave through junction 2, the second part releases $-eV_1J+eV_2J=eJV=IV$. $\square$

Under bias, balance remains local to each junction. By (3), the ratio (7) is an average of the two Boltzmann factors with weights $\Gamma_i^-(n+1)$, so it lies between them. Zero net flow between charge states does not mean zero current: the flow in through one junction is matched by the flow out through the other.

## An aluminium single-electron transistor

Take an aluminium island with aluminium-oxide junctions at $T=2.0$ K, where $kT=0.1723$ meV. The capacitances are $C_1=35$, $C_2=25$ and $C_g=5$ aF. The resistances are $R_1=200$ and $R_2=280$ k$\Omega$, with equal products $R_iC_i$, as for two areas of the same oxide. The charging energy is $E_C=1.232$ meV, or 14.3 K. The gate voltage of 9.61 mV gives $C_gV_g/e=0.30$.

**Zero bias.** From (2),

$$\Delta E(0\to1)=2(1.2324)(0.5-0.3)=0.493\ \text{meV}=2.86\,kT .$$

For junction 1, $\Delta E/(e^2R_1)=1.54\times10^{10}$ s$^{-1}$. Dividing by $e^{2.86}-1=16.5$ gives an entry rate of $9.34\times10^8$ s$^{-1}$. The exit rate from $n=1$ is $1.63\times10^{10}$ s$^{-1}$. Junction 2 has $6.67\times10^8$ and $1.17\times10^{10}$ s$^{-1}$, slower by $R_1/R_2$. Both ratios are $0.05725=e^{-2.8604}$, and so is $p_1/p_0$, with $p_0=0.946$ and $p_1=0.054$. The resistances set the speed but not the equilibrium.

If the island were 10% hotter than the lead, with $\Delta E$ held fixed, the ratio of entry to exit rates would be 0.0658, which is 15% above the balanced value.

**Bias of 1.0 mV.** Set $V_1=-0.5$ mV and $V_2=+0.5$ mV at the same gate voltage. The unequal capacitances move $n_g$ to 0.2688, so the charging part is $2(1.2324)(0.2312)=0.570$ meV. The costs of entry are

$$\Delta E_1^+=0.570-0.500=0.070\ \text{meV},\qquad \Delta E_2^+=0.570+0.500=1.070\ \text{meV}.$$

The local ratios are 0.667 and 0.0020. Their quotient is 331, which equals $e^{eV/kT}$ as (6) requires. The population ratio is 0.145, between the two.

The flow through junction 1 from the two main states is

$$p_0\Gamma_1^+(0)-p_1\Gamma_1^-(1)=0.8734(4.361\times10^9)-0.1265(6.543\times10^9)=2.98\times10^9\ \text{s}^{-1},$$

or 0.478 nA. Including the other charge states gives 0.479 nA. This is 23% of the ohmic value $V/(R_1+R_2)=2.08$ nA. The dissipation is 0.479 pW, half of it in the island.

## What the model leaves out

**Finite resistance.** The junctions have 8 to 11 times $h/e^2=25.8$ k$\Omega$. In second order, virtual tunnelling shifts the charge-state energies by

$$E_n^{(2)}=-\sum_i\frac{\hbar}{2\pi e^2R_i}\,\mathrm{P}\!\!\int d\omega\,\frac{\omega}{1-e^{-\omega/kT}}\left[\frac{1}{\omega+\Delta E^+(n)}+\frac{1}{\omega+\Delta E^-(n)}\right].$$

The prefactor is $2|t|^2\rho_L\rho_R$, and $\omega/(1-e^{-\omega/kT})=I(-\omega)$ counts the electron–hole pairs of energy $\omega$. The sum $\Delta E^++\Delta E^-=2E_C$ is the same for every $n$, so the cutoff drops out of differences. At zero bias $\Delta E(0\to1)$ falls by 0.012 meV. Used as a level shift, this raises $p_1/p_0$ by about 7%. That is not the whole effect of finite resistance: virtual tunnelling also mixes the charge states, and here the mixing changes the mean island charge by more than the shift does. To first order in the conductance the shift adds 0.0036 and the mixing 0.0077 to $\langle n\rangle=0.054$, together about 21%. The lifetime width of $n=1$, $\hbar$ times its escape rate, is $0.11\,kT$.

**Cotunnelling.** In the middle of the blockade, $n_g=0$, one electron can enter while another leaves, through a virtual state of energy $E_C$. Two orders of events give the amplitude factor $2/E_C$. The two electron–hole pairs share the energy $eV$, and forward minus backward phase space is $eV[(eV)^2+(2\pi kT)^2]/6$. With $2|t|^2\rho_L\rho_R=\hbar/(2\pi e^2R_i)$ for each junction, the golden rule gives the small-bias conductance

$$G_{\rm cot}=\frac{\hbar}{12\pi e^2R_1R_2}\left(\frac{2}{E_C}\right)^2(2\pi kT)^2=6.0\ \text{nS}.$$

The sequential value from (1) is 23.3 nS, so the estimated addition is about a quarter of it. Only the order of magnitude should be trusted, since $2\pi kT=0.88\,E_C$ is not small beside the virtual energy, which the formula holds fixed. Keeping the energy dependence of the denominators (finite part at the poles) gives about 8 nS. At the same order, the level shift at $n_g=0$, $-0.021$ meV, raises the sequential part by roughly 3 nS, so the quarter understates the second-order correction. On cooling, $G_{\rm cot}$ falls as $T^2$ but the sequential conductance falls exponentially, so the orthodox current fails first deep in the blockade.

**Smaller effects.** Take an island of $500\times60\times30$ nm that loses heat to phonons as $\Sigma\Omega(T_e^5-T^5)$, with volume $\Omega$ and a rough $\Sigma=2\times10^8$ W m$^{-3}$ K$^{-5}$. The 0.239 pW then warm its electrons by about 0.02 K, which moves the current at 1.0 mV from 0.479 to 0.480 nA. An island of this size has a self-capacitance of about 11 aF in vacuum and more on a substrate, above the 5 aF of $C_g$. In a real device this stray capacitance must be counted in $C_\Sigma$, so these dimensions serve only for order-of-magnitude estimates. A free-electron estimate of the level spacing is 0.1 $\mu$eV, far below $kT$. For a barrier of 2 eV and 1.5 nm, the transmission changes by about 0.5% per meV. The resistances above require a far more transparent barrier. If it is thinner at the same height, the energy dependence is weaker: about 0.2% per meV for 2 eV and 0.6 nm in a free-electron model with relative permittivity 9. If it is lower instead, the dependence is stronger: about 0.7% per meV for 0.3 eV and 1.2 nm.

**Superconductivity and stray charge.** Well below 1 K aluminium superconducts unless a magnetic field prevents it. Formula (1) then fails, because the density of states has a gap. At 2 K, some 1.7 times the rough transition temperature of 1.2 K, the normal-state rate applies. Real islands also feel stray charges in the oxide. An offset $q_0$ adds $q_0/e$ to $n_g$, because it adds to $-ne$ in Gauss's law. For $q_0=0.1e$, $\Delta E(0\to1)$ drops by $0.2E_C=0.246$ meV and $p_1/p_0$ rises by a factor $e^{0.246/0.172}\approx4.2$. In this example that far outweighs the finite-resistance corrections (7% from the level shift, about 21% in the mean charge), so the gate charge must be calibrated before measured populations can test detailed balance. The numerical output below lists the inputs and the main computed values.

## Table of computed values

```
INPUTS (rough typical)
C1, C2, Cg = 35, 25, 5 aF
R1, R2 = 200, 280 kOhm; h/e^2 = 25.81 kOhm
T = 2.0 K; kT = 0.1723 meV
gate charge Cg Vg/e = 0.30; Vg = 9.613 mV
C_sum = 65 aF; E_C = 1.2324 meV = 14.30 K
CHECKS
dE/kT = -2: dynamics 2.3123, formula 2.3130
dE/kT = +0: dynamics 0.9997, formula 1.0000
dE/kT = +2: dynamics 0.3129, formula 0.3130
sum of naive there+back energies = -2.4649 meV
ZERO BIAS, n = 0 <-> 1
dE(0->1) = 0.4930 meV; dE/kT = 2.8604
junction 1: in 9.3420e+08 /s, out 1.6319e+10 /s, ratio 0.05725
junction 2: in 6.6729e+08 /s, out 1.1656e+10 /s, ratio 0.05725
exp(-dE/kT) = 0.05725
p0 = 0.94584; p1 = 0.05415; p1/p0 = 0.05725
in/out ratio, island 10% hotter = 0.06580
BIAS V = 1.0 mV
total n_g with bias = 0.2688
junction 1: dE(0->1) = 0.0699 meV
  in 4.3613e+09 /s, out 6.5428e+09 /s, ratio 0.66659
junction 2: dE(0->1) = 1.0699 meV
  in 4.8119e+07 /s, out 2.3897e+10 /s, ratio 0.00201
cycle ratio = 331.05; exp(eV/kT) = 331.05
p0 = 0.87340; p1 = 0.12652; p1/p0 = 0.14486
current = 0.4786 nA; V/(R1+R2) = 2.0833 nA
dissipated power = 0.4786 pW; island half = 0.2393 pW
NEGLECTED EFFECTS (estimates)
second-order shift of dE(0->1) = -0.01195 meV
  factor on p1/p0 = 1.0718
hbar*(escape rate of n=1)/kT, zero bias = 0.1068
blockade centre: sequential G = 23.348 nS
  cotunnelling G = 6.009 nS; ratio = 0.257
  2 pi kT/E_C = 0.879
island volume = 9.00e+05 nm^3 (500 x 60 x 30 nm)
phonon constant = 2.0e+08 W/(m^3 K^5) (rough)
heated island T at bias = 2.0163 K
Al lattice constant = 0.405 nm (rough)
level spacing per spin = 0.0956 microeV
barrier 2.0 eV, 1.5 nm (rough)
  transmission change per meV = 0.543 %
T/Tc = 1.67 with Tc about 1.2 K (rough)
```
